# Electron–muon scattering at tree level with both masses kept

An electron scatters from a muon by exchanging one photon:

$$e^-(p_1)+\mu^-(p_2)\to e^-(p_3)+\mu^-(p_4).$$

The problem is to find the squared amplitude for unpolarized beams when no final spin is observed, first with the electron mass $m$ and the muon mass $M$ both kept, then at energies where both can be neglected.

Units have $\hbar=c=1$ and $e^2=4\pi\alpha$. The metric is $g^{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$, a slash means $\not p=p_\mu\gamma^\mu$, and spinors are normalized to $u^\dagger u=2E$, which for a massive particle is the same as $\bar u u=2\times$ mass. All four particles are on shell, so $p_1^2=p_3^2=m^2$ and $p_2^2=p_4^2=M^2$. The invariants are

$$s=(p_1+p_2)^2,\qquad t=(p_1-p_3)^2,\qquad u=(p_1-p_4)^2 .$$

Both leptons are pointlike. Loops, emission of real photons and $Z$ exchange are left out; the last omission requires $|t|$ to be far below the squared $Z$ mass. Since the two particles are different, there is no diagram with the final particles exchanged.

## (a) From the diagram to two tensors

**Write the amplitude, and show that its spin-averaged square is a contraction of one tensor for the electron with one for the muon.**

*Solution.* A particle of charge $-e$ has the vertex factor $+ie\gamma^\mu$. The photon carries $q=p_1-p_3=p_4-p_2$, with $q^2=t$, and its propagator in Feynman gauge is $-ig_{\mu\nu}/t$. Define the currents

$$J^\mu=\bar u(p_3)\gamma^\mu u(p_1),\qquad K^\mu=\bar u(p_4)\gamma^\mu u(p_2).$$

The diagram then gives

$$i\mathcal M=(ie)^2\,\frac{-i}{t}\,J^\mu K_\mu=\frac{ie^2}{t}\,J\cdot K,
\qquad\text{so}\qquad \mathcal M=\frac{e^2}{t}\,J\cdot K .$$

Another covariant gauge adds a term proportional to $q_\mu q_\nu$ to the propagator. It contributes nothing, because the Dirac equations $\not p_1u(p_1)=m\,u(p_1)$ and $\bar u(p_3)\not p_3=m\,\bar u(p_3)$ give

$$q_\mu J^\mu=\bar u(p_3)(\not p_1-\not p_3)u(p_1)=(m-m)\,\bar u(p_3)u(p_1)=0 .$$

This is current conservation, and it holds with the mass present.

Unpolarized beams mean an average over $2\times2$ initial spin states; unobserved final spins are summed. Hence

$$\langle|\mathcal M|^2\rangle=\frac{e^4}{t^2}\,\frac14\sum_{\rm spins}J^\mu K_\mu\,J^{\nu*}K_\nu^* .$$

The electron spins appear in $J$ alone and the muon spins in $K$ alone, so the sum factorizes. Giving each particle one factor $\tfrac12$,

$$\langle|\mathcal M|^2\rangle=\frac{e^4}{t^2}\,L^{\mu\nu}N_{\mu\nu},\qquad
L^{\mu\nu}=\frac12\sum J^\mu J^{\nu*},\qquad N^{\mu\nu}=\frac12\sum K^\mu K^{\nu*}.$$

## (b) The lepton tensor

**Evaluate $L^{\mu\nu}$ in terms of momenta, and obtain $N^{\mu\nu}$ from it.**

*Solution.* Since $\gamma^0\gamma^{\nu\dagger}\gamma^0=\gamma^\nu$, the conjugate current is $J^{\nu*}=\bar u(p_1)\gamma^\nu u(p_3)$. The completeness relation $\sum u(p)\bar u(p)=\not p+m$ removes the spinors. The remaining product of matrices closes on itself, which makes it a trace:

$$L^{\mu\nu}=\tfrac12\,\mathrm{Tr}\big[(\not p_3+m)\gamma^\mu(\not p_1+m)\gamma^\nu\big].$$

Three trace rules are needed, and all follow from $\gamma^\alpha\gamma^\beta+\gamma^\beta\gamma^\alpha=2g^{\alpha\beta}$.

- *Odd number of matrices.* The matrix $\gamma^5$ squares to one and anticommutes with each $\gamma^\alpha$. For a product $X$ of an odd number of them, $\mathrm{Tr}X=\mathrm{Tr}(\gamma^5\gamma^5X)=-\mathrm{Tr}(\gamma^5X\gamma^5)=-\mathrm{Tr}X$, where the last step uses cyclicity. So $\mathrm{Tr}X=0$.
- *Two matrices.* By cyclicity, the trace equals half the trace of the anticommutator, so $\mathrm{Tr}(\gamma^\alpha\gamma^\beta)=4g^{\alpha\beta}$.
- *Four matrices.* Move $\gamma^\alpha$ to the right, one place at a time:

$$\gamma^\alpha\gamma^\beta\gamma^\rho\gamma^\sigma=2g^{\alpha\beta}\gamma^\rho\gamma^\sigma-2g^{\alpha\rho}\gamma^\beta\gamma^\sigma+2g^{\alpha\sigma}\gamma^\beta\gamma^\rho-\gamma^\beta\gamma^\rho\gamma^\sigma\gamma^\alpha .$$

The trace of the last product equals that of the left side. Taking it across and dividing by two,

$$\mathrm{Tr}(\gamma^\alpha\gamma^\beta\gamma^\rho\gamma^\sigma)=4\,(g^{\alpha\beta}g^{\rho\sigma}-g^{\alpha\rho}g^{\beta\sigma}+g^{\alpha\sigma}g^{\beta\rho}).$$

In $L^{\mu\nu}$ the terms linear in $m$ contain three matrices and vanish. The other two are

$$\tfrac12\mathrm{Tr}(\not p_3\gamma^\mu\not p_1\gamma^\nu)=2\,(p_3^\mu p_1^\nu-g^{\mu\nu}p_1\!\cdot p_3+p_3^\nu p_1^\mu),\qquad
\tfrac12m^2\,\mathrm{Tr}(\gamma^\mu\gamma^\nu)=2m^2g^{\mu\nu}.$$

Therefore

$$L^{\mu\nu}=2\big[p_3^\mu p_1^\nu+p_3^\nu p_1^\mu-g^{\mu\nu}(p_1\!\cdot p_3-m^2)\big].$$

The muon line has the same structure, with $p_1\to p_2$, $p_3\to p_4$, $m\to M$:

$$N^{\mu\nu}=2\big[p_4^\mu p_2^\nu+p_4^\nu p_2^\mu-g^{\mu\nu}(p_2\!\cdot p_4-M^2)\big].$$

Current conservation checks the sign of the mass term. With $A=p_1\!\cdot p_3-m^2$ we have $q\cdot p_3=A$ and $q\cdot p_1=-A$, so

$$q_\mu L^{\mu\nu}=2\,[A\,p_1^\nu-A\,p_3^\nu-A\,(p_1-p_3)^\nu]=0 .$$

## (c) The contraction

**Contract the two tensors, keeping every mass term.**

*Solution.* Write $x=p_1\!\cdot p_3$ and $y=p_2\!\cdot p_4$. Each tensor has a part made of momenta and a part proportional to the metric, so there are four products inside the common factor $2\times2=4$.

1. Momenta with momenta:
$$(p_3^\mu p_1^\nu+p_3^\nu p_1^\mu)(p_{4\mu}p_{2\nu}+p_{4\nu}p_{2\mu})=2(p_1\!\cdot p_2)(p_3\!\cdot p_4)+2(p_1\!\cdot p_4)(p_2\!\cdot p_3).$$
2. Electron momenta with the muon's metric term: $-2x(y-M^2)$.
3. The electron's metric term with muon momenta: $-2y(x-m^2)$.
4. Metric with metric, where $g^{\mu\nu}g_{\mu\nu}=4$: $+4(x-m^2)(y-M^2)$.

Items 2 to 4 add up to

$$-2xy+2M^2x-2xy+2m^2y+4xy-4M^2x-4m^2y+4m^2M^2=-2M^2x-2m^2y+4m^2M^2 .$$

The products $xy$ have cancelled. Taking out another factor of two,

$$L^{\mu\nu}N_{\mu\nu}=8\big[(p_1\!\cdot p_2)(p_3\!\cdot p_4)+(p_1\!\cdot p_4)(p_2\!\cdot p_3)-M^2\,p_1\!\cdot p_3-m^2\,p_2\!\cdot p_4+2m^2M^2\big].$$

Each mass multiplies the scalar product of the *other* particle's momenta.

## (d) Invariant form and the slow limit

**Express the squared amplitude through $s$, $t$, $u$ and the masses. What does it become when both particles move slowly in the centre-of-mass frame?**

*Solution.* Let $\Sigma=m^2+M^2$. Expanding the definitions, and using $p_1+p_2=p_3+p_4$ and $p_1-p_4=p_3-p_2$, gives

$$p_1\!\cdot p_2=p_3\!\cdot p_4=\frac{s-\Sigma}2,\qquad p_1\!\cdot p_4=p_2\!\cdot p_3=\frac{\Sigma-u}2,$$
$$p_1\!\cdot p_3=m^2-\frac t2,\qquad p_2\!\cdot p_4=M^2-\frac t2 .$$

The square bracket of part (c) becomes

$$\frac{(s-\Sigma)^2+(u-\Sigma)^2}4-M^2m^2+\frac{M^2t}2-m^2M^2+\frac{m^2t}2+2m^2M^2 .$$

The terms in $m^2M^2$ cancel, and the terms in $t$ combine to $\Sigma t/2$. Multiplying by $8e^4/t^2$,

$$\langle|\mathcal M|^2\rangle=\frac{2e^4}{t^2}\big[(s-\Sigma)^2+(u-\Sigma)^2+2\Sigma t\big].$$

A form better suited to high energy follows from $s+t+u=2\Sigma$. Expanding the squares produces $-2\Sigma(s+u)=-2\Sigma(2\Sigma-t)=-4\Sigma^2+2\Sigma t$, so

$$\boxed{\;\langle|\mathcal M|^2\rangle=\frac{2e^4}{t^2}\big[s^2+u^2+4\Sigma t-2\Sigma^2\big]\;}$$

The masses enter this formula only through $\Sigma$. Since $\Sigma=(s+t+u)/2$, the three invariants together fix the squared amplitude.

For slow particles, with momenta small compared with both masses, $s\to(m+M)^2$, $u\to(M-m)^2$ and $t\to0$. Then $s-\Sigma\to2mM$ and $u-\Sigma\to-2mM$, and the first form gives

$$\langle|\mathcal M|^2\rangle\to\frac{16\,m^2M^2e^4}{t^2}.$$

With centre-of-mass momentum $k$ and scattering angle $\theta$, $t=-4k^2\sin^2(\theta/2)$. The angular dependence is therefore $1/\sin^4(\theta/2)$, that of Rutherford scattering.

## (e) The massless limit and its error

**Take the limit of negligible masses. How large is the error made by dropping them, first at given $s,t,u$ and then at a given centre-of-mass angle?**

*Solution.* When $\Sigma/s\to0$ the last two terms of the boxed formula drop out:

$$\boxed{\;\langle|\mathcal M|^2\rangle\to\frac{2e^4(s^2+u^2)}{t^2}\;}$$

*At given $s,t,u$.* The true invariants add up to $2\Sigma$, not to zero as they would for massless leptons. Forms of the massless result that agree when $s+t+u=0$, such as those with $s^2+u^2$ and with $s^2+(s+t)^2$, therefore differ here, and the error depends on which one is used. In this example $s+t=2\Sigma-u$, so the two brackets differ by $(s+t)^2-u^2=4\Sigma(\Sigma-u)$, which is at most $4\Sigma s$, because $0\le\Sigma-u=2p_1\!\cdot p_4\le2p_1\!\cdot p_2=s-\Sigma$, and is therefore small compared with $s^2$ at every angle when $\Sigma\ll s$. Relative to the boxed form with $s^2+u^2$, the mass terms make the fractional change

$$\delta=\frac{4\Sigma t-2\Sigma^2}{s^2+u^2}.$$

To bound it we need the largest possible $|t|$, which is $4k^2$, reached at $\theta=180^\circ$. With $P=p_1+p_2$, the relation $M^2=(P-p_1)^2=s-2\sqrt s\,E_1+m^2$ fixes the electron energy $E_1=(s+m^2-M^2)/(2\sqrt s)$. From $k^2=E_1^2-m^2$,

$$4k^2=\frac{(s+m^2-M^2)^2-4sm^2}{s}=s-2\Sigma+\frac{(M^2-m^2)^2}s .$$

The reaction needs $s\ge(m+M)^2$, so the last term is at most $(M-m)^2\le\Sigma$. Hence $|t|\le s-\Sigma$. Because $t\le0$, $\delta$ is negative, and

$$|\delta|\le\frac{4\Sigma(s-\Sigma)+2\Sigma^2}{s^2}\le\frac{4\Sigma}s .$$

The bound holds at every angle. It includes the forward direction in the sense of a ratio: both expressions diverge as $t\to0$, but their ratio stays close to one when $\Sigma\ll s$.

*At a given angle.* Here $t$ and $u$ themselves depend on the masses. Let $\varepsilon=\Sigma/s$ and $b=\cos^2(\theta/2)$, and work to first order in $\varepsilon$. Then $4k^2=s(1-2\varepsilon)$, and

$$t=-s(1-b)(1-2\varepsilon),\qquad u=2\Sigma-s-t=-s\,b\,(1-2\varepsilon).$$

The bracket in the boxed massive formula is

$$s^2\big[1+b^2(1-4\varepsilon)-4\varepsilon(1-b)\big]=s^2\big[(1+b^2)-4\varepsilon(1+b^2-b)\big],$$

while $1/t^2$ contributes a factor $1+4\varepsilon$. For massless leptons at the same $s$ and $\theta$ the result is $2e^4(1+b^2)/(1-b)^2$. The ratio of massive to massless is therefore

$$1+4\varepsilon-4\varepsilon\,\frac{1+b^2-b}{1+b^2}=1+\frac{4b}{1+b^2}\,\frac\Sigma s .$$

This first-order correction is positive for $\theta<180^\circ$ and vanishes at $\theta=180^\circ$ (where $b=0$), although $\delta$ is negative. At fixed energy and angle the masses reduce $k$ and hence $|t|$, and the larger $1/t^2$ outweighs the smaller bracket, except in the backward direction, where the two cancel at this order. Any statement of "the mass correction" must therefore say what is held fixed.

## (f) Where $s^2$ and $u^2$ come from

**For massless leptons, find the squared amplitude for each combination of helicities.**

*Solution.* In the chiral basis a massless spinor of definite helicity occupies only one pair of its four components. That pair is $\sqrt{2E}\,\xi$, where $\xi$ is a unit two-component spinor for spin along or against the momentum. Positive helicity occupies the lower pair, negative helicity the upper. The matrices $\gamma^0\gamma^\mu$ in $\bar u\gamma^\mu u=u^\dagger\gamma^0\gamma^\mu u$ do not mix the pairs, so each lepton keeps its helicity. They act as $(1,\boldsymbol\sigma)$ on the lower pair and $(1,-\boldsymbol\sigma)$ on the upper.

In the centre-of-mass frame each energy is $E=\sqrt s/2$. We also need the Pauli identity

$$\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd},$$

which restates the expansion $X=\tfrac12[\mathrm{Tr}X+\boldsymbol\sigma\cdot\mathrm{Tr}(\boldsymbol\sigma X)]$ of any $2\times2$ matrix $X$.

*Both helicities positive.* The metric gives the product of vector parts a minus sign:

$$J\cdot K=4E^2\big[\xi_3^\dagger\xi_1\,\xi_4^\dagger\xi_2-\xi_3^\dagger\boldsymbol\sigma\xi_1\cdot\xi_4^\dagger\boldsymbol\sigma\xi_2\big]
=8E^2\big[\xi_3^\dagger\xi_1\,\xi_4^\dagger\xi_2-\xi_3^\dagger\xi_2\,\xi_4^\dagger\xi_1\big].$$

The momenta are opposite and the helicities equal, so the spins are opposite: $\xi_1,\xi_2$ are orthonormal, and so are $\xi_3,\xi_4$. The last bracket is the determinant of the unitary matrix connecting the two pairs, and has modulus one. Thus $|J\cdot K|=8E^2=2s$ and $|\mathcal M|^2=4e^4s^2/t^2$.

*Electron positive, muon negative.* The muon's vector part changes sign, and the same identity leaves $J\cdot K=8E^2\,\xi_3^\dagger\xi_2\,\xi_4^\dagger\xi_1$. Now the two spins are parallel, so up to phases $\xi_2=\xi_1$ and $\xi_4=\xi_3$. Since $|\xi_3^\dagger\xi_1|^2=\cos^2(\theta/2)$, we find $|J\cdot K|=2s\cos^2(\theta/2)=2|u|$ and $|\mathcal M|^2=4e^4u^2/t^2$. This vanishes at $\theta=180^\circ$, where the total spin along the beam would have to reverse.

Parity gives the two remaining helicity-conserving cases. The average over four initial states is

$$\frac14\cdot\frac{e^4}{t^2}\,(2\cdot4s^2+2\cdot4u^2)=\frac{2e^4(s^2+u^2)}{t^2},$$

in agreement with part (e), without any trace.

## (g) Numbers at 1 GeV

**Evaluate the squared amplitude at $\sqrt s=1$ GeV and $\theta=60^\circ$, and compare it with the massless results.**

*Solution.* With $m=0.000511$ GeV and $M=0.105658$ GeV, $\Sigma=0.011164\ \mathrm{GeV}^2$. The momentum is $k=0.494418$ GeV. Since $1-\cos60^\circ=\tfrac12$,

$$t=-2k^2\cdot\tfrac12=-0.244449\ \mathrm{GeV}^2,\qquad u=0.022328-1+0.244449=-0.733223\ \mathrm{GeV}^2 .$$

The first two terms of the contraction are $(0.494418)^2=0.244449$ and $(0.372193)^2=0.138528$ in $\mathrm{GeV}^4$. The third is $-M^2\,p_1\!\cdot p_3=-0.001364\ \mathrm{GeV}^4$; the two containing $m^2$ are below $10^{-7}\ \mathrm{GeV}^4$ in size. Thus

$$L^{\mu\nu}N_{\mu\nu}=8\,(0.244449+0.138528-0.001364)=3.0529\ \mathrm{GeV}^4,$$
$$\frac{\langle|\mathcal M|^2\rangle}{e^4}=\frac{3.0529}{(0.244449)^2}=51.09 .$$

With $e^4=0.0084091$ this is $\langle|\mathcal M|^2\rangle=0.430$, a dimensionless number.

The massless formula at the same $s,t,u$ gives $2(1+0.733223^2)/0.244449^2=51.46$. The massive result lies $0.73\%$ below it, within the bound $4\Sigma/s=4.5\%$. For massless leptons at the same angle, $b=0.75$ and the result is $2(1.5625)/0.0625=50$; the equal- and opposite-helicity values are 64 and 36. The massive result lies $2.18\%$ above 50, against the first-order estimate $1.92\,\Sigma/s=2.14\%$.

With the real masses, helicity flips supply $0.27\%$ of the spin sum in this frame. Setting the electron mass alone to zero changes the result by about five parts in $10^7$, so the muon mass sets the size of the correction. At the same angle, the massive result differs from the two massless ones as follows:

| $\sqrt s$ (GeV) | from massless at same $s,t,u$ | from massless at same angle |
|---|---|---|
| 0.3 | −9.6% | +29.1% |
| 1 | −0.73% | +2.18% |
| 3 | −0.080% | +0.239% |
| 10 | −0.0071% | +0.0214% |

From 1 to 10 GeV both differences fall by a factor of about 100, as $\Sigma/s$ does. At 0.3 GeV, $\Sigma/s=0.124$ and the first-order estimate would be $24\%$ instead of $29\%$, so the full massive formula is needed there. These percentages compare one-photon expressions with one another; they do not include the loop, radiation and $Z$-exchange effects left out at the start. At 10 GeV and this angle, tree-level $Z$ exchange alone changes the result by about $+0.06\%$, more than either mass correction in the last row.

The numerical check builds the sixteen helicity amplitudes from explicit Dirac spinors, sums their squared moduli, divides by four for the initial-spin average, and compares the result with the contracted formula for several pairs of masses.

## Calculated quantities

```
electron mass m = 0.000510999 GeV
muon mass M = 0.1056584 GeV
S = m^2 + M^2 = 0.0111640 GeV^2
e^4 = (4 pi alpha)^2 = 8.409117e-03 (dimensionless)
sqrt(s) = 1.0 GeV, CM angle = 60 degrees
CM momentum = 0.494418 GeV
electron energy = 0.494418 GeV
muon energy = 0.505582 GeV
s = 1.000000, t = -0.244449, u = -0.733223 GeV^2
s + t + u = 0.022328 GeV^2, 2 S = 0.022328 GeV^2
p1.p2 = 0.494418 GeV^2
p1.p4 = 0.372193 GeV^2
p1.p3 = 0.122225 GeV^2
p2.p4 = 0.133388 GeV^2
term (p1.p2)(p3.p4) = 2.444492e-01 GeV^4
term (p1.p4)(p2.p3) = 1.385280e-01 GeV^4
term -M^2 p1.p3 = -1.364481e-03 GeV^4
term -m^2 p2.p4 = -3.483034e-08 GeV^4
term 2 m^2 M^2 = 5.830125e-09 GeV^4
8 * sum of terms = 3.052901 GeV^4
explicit spinor sum = 3.052901 GeV^4
<|M|^2>/e^4, spinor sum = 51.089959
<|M|^2>/e^4, massive formula = 51.089959
<|M|^2> = 0.429621 (dimensionless)
2(s^2+u^2)/t^2 at the true s,t,u = 51.463661
massive / that value - 1 = -0.7261 %
bound 4 S/s = 4.4656 %
massless leptons at the same angle = 50.000000
massive / that value - 1 = 2.1799 %
leading estimate of it = 2.1435 %
helicity-flip share of spin sum = 2.6817e-03
relative change on setting m = 0 only = -5.342e-07
massless, equal helicities: |M|^2/e^4 = 64.0000
massless, opposite helicities: |M|^2/e^4 = 36.0000
Table at the same angle: sqrt(s) in GeV; S/s; <|M|^2>/e^4;
  % change from massless form at true s,t,u; % at same angle
    0.3  1.240e-01  64.55737  -9.5876  29.1147
    1.0  1.116e-02  51.08996  -0.7261  2.1799
    3.0  1.240e-03  50.11930  -0.0795  0.2386
   10.0  1.116e-04  50.01072  -0.0071  0.0214
```
